# The quantum of thermal conductance, derived in two ways

A heat current is energy density times velocity, so it seems that a chain with faster sound should carry more heat. Take three chains of atoms of mass $m=5\times10^{-26}$ kg at spacing $a=0.25$ nm, with the same nearest-neighbour springs but different second-neighbour springs. Their sound velocities are 3536, 4743 and 0 m/s. The simple estimate makes the second chain a better conductor than the first by a third, and makes the last one an insulator at low temperature. Both conclusions are wrong. At 5 K all three conduct 4.73 pW/K.

What the estimate leaves out is that slow waves are more densely packed in frequency than fast ones. In one dimension the two effects cancel, and a single open acoustic channel has the conductance

$$G_0=\frac{\pi^2k^2T}{3h}$$

at low temperature, with $k$ Boltzmann's constant and $h=2\pi\hbar$ Planck's constant.

## The setting

A harmonic chain joins a left bath at temperature $T_L$ to a right bath at $T_R$. Each bath fills the waves that leave it with the mean number of quanta

$$n(\omega,T)=\frac{1}{e^{\hbar\omega/kT}-1}.$$

The conductance $G$ is the heat current $J$ divided by $T_L-T_R$, in the limit of a small difference unless stated otherwise. The frequency $\omega(q)$ rises steadily from 0 at $q=0$ to $\omega_{\max}$ at $qa=\pi$, and waves with $q>0$ move right. The atoms move along the chain only, so there is a single branch; a real wire has several acoustic branches, and each is a channel of its own. To count waves, we close a long piece of chain, of length $L$, into a ring.

Let $K_1$ and $K_2$ be the first- and second-neighbour spring constants, and write $\theta=qa$. The equation of motion is

$$m\ddot u_n=\sum_{r=1,2}K_r(u_{n+r}+u_{n-r}-2u_n).$$

For $u_n=A\cos(n\theta-\omega t)$ we have $u_{n+r}+u_{n-r}=2\cos(r\theta)\,u_n$, and therefore

$$m\omega^2=2K_1(1-\cos\theta)+2K_2(1-\cos2\theta).\tag{1}$$

## First derivation: counting waves along the chain

**Energy moves at the group velocity.** Cut the chain between atoms 0 and 1. A spring $K_r$ from atom $i$ on the left to atom $j=i+r$ on the right pushes $j$ with force $K_r(u_i-u_j)$, and so delivers the power $K_r(u_i-u_j)\dot u_j$. Over a period $u_j\dot u_j$ averages to zero, while

$$\langle u_i\dot u_j\rangle=\omega A^2\langle\cos(i\theta-\omega t)\sin(j\theta-\omega t)\rangle=\tfrac12\omega A^2\sin r\theta .$$

The energy stored in the springs returns to its value after each period, so it does not affect the mean flow. One first-neighbour spring and two second-neighbour springs cross the cut, which gives the mean power

$$P=\tfrac12\omega A^2(K_1\sin\theta+2K_2\sin2\theta).$$

The mean kinetic energy per atom is $\frac14m\omega^2A^2$. For the potential energy, $u_n-u_{n+r}$ oscillates with amplitude $2A\sin(r\theta/2)$, so its mean square is $2A^2\sin^2(r\theta/2)=A^2(1-\cos r\theta)$. The springs then hold $\sum_r\frac12K_rA^2(1-\cos r\theta)$ per atom, which by (1) is again $\frac14m\omega^2A^2$. The energy per length is thus $\frac12m\omega^2A^2/a$, and

$$\frac{\text{power}}{\text{energy per length}}=\frac{a(K_1\sin\theta+2K_2\sin2\theta)}{m\omega}.$$

Differentiating (1) with respect to $q$ gives $2m\omega\,d\omega/dq=2a(K_1\sin\theta+2K_2\sin2\theta)$. The ratio above is therefore the group velocity $v=d\omega/dq$.

A thermal mode on the ring has energy $\hbar\omega n$ spread over the length $L$, besides its zero-point energy. Different modes have no fixed phase relation, so their currents add. Each right-moving mode carries $\hbar\omega n\,v/L$. The zero-point parts of right- and left-movers cancel.

**The density of modes contains the inverse velocity.** A wave must fit the ring, so $qL$ is a multiple of $2\pi$ and neighbouring values of $q$ differ by $2\pi/L$. Their frequencies differ by $v\cdot2\pi/L$. The number of right-movers per unit frequency is the inverse of this, $L/(2\pi v)$, and per unit length it is

$$g(\omega)=\frac{1}{2\pi v},\qquad\text{so that}\qquad v\,g=\frac1{2\pi}.\tag{2}$$

The dispersion has dropped out. At $qa=\pi/2$ with $K_1=10$ N/m, the chain with $K_2=0$ has $v=2500$ m/s and $g=6.366\times10^{-5}$ s/m. With $K_2=2$ N/m the velocity falls to 2113 m/s and the density rises to $7.533\times10^{-5}$ s/m. In both cases $2\pi vg=1.000$. In the numerical check, $v$ comes from mechanical power and energy, and $g$ from the computed vibration frequencies of a ring.

**The Landauer formula.** Suppose that a fraction $\mathcal T(\omega)$ of the energy arriving at frequency $\omega$ gets through the channel. The fraction is the same from either side. To see this, let $S$ be the $2\times2$ matrix that turns incoming into outgoing amplitudes, scaled so that their squares are energy flows. Energy conservation for every input makes $S$ unitary. Its first column and first row then both have unit length: $|S_{11}|^2+|S_{21}|^2=|S_{11}|^2+|S_{12}|^2=1$, so $|S_{21}|=|S_{12}|$. Summing the currents of both directions gives

$$J=\int d\omega\,\hbar\omega\,v\,g\,\mathcal T\,(n_L-n_R)=\int\frac{d\omega}{2\pi}\,\hbar\omega\,\mathcal T(\omega)\,(n_L-n_R),\tag{3}$$

where $n_L=n(\omega,T_L)$ and $n_R=n(\omega,T_R)$.

**Small temperature difference.** Now $n_L-n_R\approx(T_L-T_R)\,\partial n/\partial T$. With $x=\hbar\omega/kT$,

$$\frac{\partial n}{\partial T}=\frac{x}{T}\,\frac{e^x}{(e^x-1)^2},\qquad \hbar\omega=kTx,\qquad d\omega=\frac{kT}{\hbar}dx .$$

The factors combine to $\frac{1}{2\pi}\cdot\frac{kT}{\hbar}\cdot kT\cdot\frac1T=\frac{k^2T}{h}$, and

$$G=\frac{k^2T}{h}\int\mathcal T\,\frac{x^2e^x}{(e^x-1)^2}\,dx.\tag{4}$$

The integral runs over the frequencies of the branch. For an open channel $\mathcal T=1$. For an acoustic branch the lower limit is 0, and if $kT\ll\hbar\omega_{\max}$ the upper limit may be moved to infinity, because the integrand has died out exponentially before it is reached.

**The integral.** Since $e^x/(e^x-1)^2=-\frac{d}{dx}\frac1{e^x-1}$, integration by parts gives

$$\int_0^\infty\frac{x^2e^x}{(e^x-1)^2}dx=\left[-\frac{x^2}{e^x-1}\right]_0^\infty+2\int_0^\infty\frac{x\,dx}{e^x-1}.$$

The bracket vanishes at both ends: near 0 it behaves as $-x$. In the last integral we expand $1/(e^x-1)=\sum_{p\ge1}e^{-px}$ and use $\int_0^\infty xe^{-px}dx=1/p^2$, so that

$$\int_0^\infty\frac{x\,dx}{e^x-1}=\sum_{p=1}^\infty\frac1{p^2}.$$

The sum follows from the Fourier series of $y^2$ on $-\pi\le y\le\pi$. The mean of $y^2$ is $\pi^2/3$, and two integrations by parts give the cosine coefficients $\frac2\pi\int_0^\pi y^2\cos py\,dy=4(-1)^p/p^2$. Hence

$$y^2=\frac{\pi^2}{3}+4\sum_{p=1}^\infty\frac{(-1)^p}{p^2}\cos py.\tag{5}$$

At $y=\pi$ this reads $\pi^2=\pi^2/3+4\sum1/p^2$, so $\sum1/p^2=\pi^2/6$. The integral in (4) is $\pi^2/3$, and $G=\pi^2k^2T/(3h)$. Numerically $G_0/T=0.9464$ pW/K².

## Second derivation: counting packets in time

Instead of counting waves along the chain, stand at one point and count what passes. Neither the group velocity nor the density of modes then has to be worked out.

Take the right-moving modes in a narrow band of frequencies of width $\varepsilon$, away from any point where $v=0$. Build packets from them, labelled by an integer $l$, with amplitudes

$$f_l(\omega)=\frac{1}{\sqrt\varepsilon}\,e^{i\omega t_l},\qquad t_l=\frac{2\pi l}{\varepsilon}.$$

These are the functions of a Fourier series on an interval of length $\varepsilon$. They are orthonormal, $\int f_l^*f_{l'}\,d\omega=\delta_{ll'}$, and complete, so the packets are independent and together describe every right-moving motion in the band. On the ring, mode $j$ enters packet $l$ with coefficient $c_j=\sqrt{\Delta\omega_j}\,f_l(\omega_j)$, where $\Delta\omega_j$ is the local spacing of the frequencies. Sums over modes then turn into integrals over $\omega$, whatever the spacing is.

Each mode evolves as $e^{-i\omega t}$. At the observation point the packet therefore has the time dependence

$$\int_{\text{band}}e^{-i\omega(t-t_l)}\,d\omega,$$

which has its largest magnitude at $t=t_l$. One packet passes every $2\pi/\varepsilon$, that is, $\varepsilon/2\pi$ packets per second. A slow packet is short in space and a fast one is long, but both take the same time to go by.

The modes are filled independently, so a packet contains on average $\sum_j|c_j|^2n(\omega_j)=\int|f_l|^2n\,d\omega\approx n(\omega)$ quanta, each of energy $\hbar\omega$. The band carries the current $\hbar\omega\,n\,\varepsilon/2\pi$. This needs $n$ to change little across the band, which fails for the band that touches $\omega=0$, where $n\approx kT/\hbar\omega$ grows without bound. But $\hbar\omega n\le kT$ at every frequency, so that band carries at most $kT\varepsilon/2\pi$, which vanishes as the bands are made narrow. Adding all bands of an open acoustic channel, again with $kT\ll\hbar\omega_{\max}$, gives the current emitted by one bath:

$$J_1(T)=\int_0^\infty\frac{d\omega}{2\pi}\,\hbar\omega\,n(\omega,T)=\frac{k^2T^2}{h}\int_0^\infty\frac{x\,dx}{e^x-1}=\frac{\pi^2k^2T^2}{6h}.$$

The net current is the difference between the two baths:

$$J=J_1(T_L)-J_1(T_R)=\frac{\pi^2k^2}{6h}(T_L^2-T_R^2)=\frac{\pi^2k^2}{3h}\,\frac{T_L+T_R}{2}\,(T_L-T_R).\tag{6}$$

So $J/(T_L-T_R)$ is $G_0$ at the mean temperature, and no small difference was needed. Between baths at 8 K and 2 K, the prefactor $0.9464/2=0.4732$ pW/K² times $64-4=60$ K² gives 28.39 pW. Division by 6 K gives 4.73 pW/K, which is $G_0$ at 5 K. An explicit sum over the modes of the first chain confirms this.

## What each derivation assumes

Both derivations take one right-moving wave at each frequency, which the steadily rising $\omega(q)$ guarantees. Where a dispersion turns over, several right-movers share a frequency, and each counts as a channel of its own. Beyond this, the first derivation needs two facts about the chain: that energy travels at $d\omega/dq$, and that allowed wave numbers are evenly spaced. In return it shows where the velocity goes. The second needs every packet to move past the observer. It needs no formula for $v$, but it hides the cancellation inside the normalization of the packets. The linear step in the first derivation is a choice, since (3) also leads to (6).

Both take the motion to be harmonic, so that phonons do not scatter from one another, and both assume baths that fill outgoing waves thermally. Neither assumes $\omega\propto q$. The third chain of the opening has $K_2=-K_1/4$, for which (1) becomes

$$m\omega^2=2K_1(1-\cos\theta)-K_1(1-\cos^2\theta)=K_1(1-\cos\theta)^2 .$$

Here $\omega\propto q^2$ at small $q$, the sound velocity is zero, and the conductance is still $G_0$. This chain is an idealization on the edge of instability: its stiffness $K_1+4K_2$ against uniform stretching vanishes, and a slightly more negative $K_2$ makes $\omega^2$ negative at small $q$. At 5 K the root-mean-square stretch of a bond grows with the length of the ring, from $0.20a$ for $10^3$ atoms to $0.61a$ for $10^4$, against $0.04a$ in the first chain, so real atoms arranged this way would not stay harmonic.

Three further shared assumptions can be dropped one at a time. The table gives $G/G_0$ for the three gapless chains, for a pinned chain, and for a chain with one heavy atom.

| $T$ (K) | $G_0$ (pW/K) | gapless | pinned | heavy atom |
|---|---|---|---|---|
| 5 | 4.73 | 1.000 | 0.0205 | 0.996 |
| 20 | 18.9 | 0.999 | 0.519 | 0.933 |
| 100 | 94.6 | 0.582 | 0.484 | 0.407 |
| 300 | 284 | 0.216 | 0.184 | 0.145 |

**A band without a top.** At $\theta=\pi$ the $K_2$ term in (1) vanishes, so all three gapless chains have $\omega_{\max}=\sqrt{4K_1/m}=2.83\times10^{13}$ rad/s, or $\hbar\omega_{\max}/k=216$ K. Equation (4) then has the same limits for all three, and they share one column at every temperature. When $kT\gg\hbar\omega_{\max}$, the integrand in (4) is close to 1 over the whole band, and

$$G\to\frac{k^2T}{h}\,\frac{\hbar\omega_{\max}}{kT}=\frac{k\omega_{\max}}{2\pi}=62.2\ \text{pW/K}.$$

At 300 K the sum over modes gives 61.3 pW/K. The conductance has levelled off while $G_0$ goes on growing with $T$.

**No gap.** Tie each atom of the first chain to its place with a spring of 1 N/m. This adds a constant to $m\omega^2$, so the branch starts at a frequency $\omega_0$ with $\hbar\omega_0/k=34.2$ K. The integral now starts at $x_0=\hbar\omega_0/kT$. For $x_0\gg1$ the integrand is nearly $x^2e^{-x}$, and

$$\frac{G}{G_0}\approx\frac{3}{\pi^2}(x_0^2+2x_0+2)\,e^{-x_0}.$$

At 5 K, $x_0=6.83$ and the ratio is 0.0204, close to the 0.0205 of the full sum. The quantum belongs to acoustic branches; a gapped branch freezes out.

**No reflection.** Give atom 0 of the first chain the mass $(1+\delta)m$. In complex notation with time factor $e^{-i\omega t}$, let $u_n=e^{in\theta}+\rho e^{-in\theta}$ for $n\le0$ and $u_n=\tau e^{in\theta}$ for $n\ge0$. Agreement at $n=0$ requires $1+\rho=\tau$, so

$$u_{-1}=e^{-i\theta}+(\tau-1)e^{i\theta}=\tau e^{i\theta}-2i\sin\theta .$$

The equation of motion of atom 0 is then

$$-(1+\delta)m\omega^2\tau=K_1(2\tau e^{i\theta}-2\tau-2i\sin\theta).$$

On the right, $2\tau(e^{i\theta}-1)=-2\tau(1-\cos\theta)+2i\tau\sin\theta$. Its first part, times $K_1$, equals $-m\omega^2\tau$ and cancels against the left side. What remains is $-\delta m\omega^2\tau=2iK_1\sin\theta\,(\tau-1)$. Since $m\omega^2/(2K_1\sin\theta)=(1-\cos\theta)/\sin\theta=\tan(\theta/2)$,

$$\tau=\frac{1}{1-i\delta\tan(\theta/2)},\qquad \mathcal T=|\tau|^2=\frac{1}{1+\delta^2\tan^2(\theta/2)}=\frac{1-s^2}{1-s^2+\delta^2s^2},$$

where $s=\sin(\theta/2)=\omega/\omega_{\max}$. Long waves pass almost freely: for a doubled mass, $\delta=1$, the transmission is 0.99 at $s=0.1$ and 0.75 at $s=0.5$.

At low temperature $1-\mathcal T\approx\delta^2s^2$ with $s=x\,kT/\hbar\omega_{\max}$. The loss in (4) then contains

$$\int_0^\infty\frac{x^4e^x}{(e^x-1)^2}dx=4\int_0^\infty\frac{x^3dx}{e^x-1}=24\sum_{p=1}^\infty\frac1{p^4}=\frac{4\pi^4}{15}.$$

The last sum comes from averaging the square of (5): $\pi^4/5=\pi^4/9+8\sum1/p^4$, so $\sum1/p^4=\pi^4/90$. Dividing by $\pi^2/3$,

$$\frac{G}{G_0}\approx1-\frac{4\pi^2}{5}\,\delta^2\left(\frac{kT}{\hbar\omega_{\max}}\right)^2 .$$

At 5 K with $\delta=1$ this is $1-7.90\times(5/216)^2=0.996$, as in the table. For this defect the quantum is thus approached on cooling, because $\mathcal T\to1$ as $\omega\to0$. Not every imperfection behaves so. A single atom tied to its place with a spring of 1 N/m reflects long waves, and $G/G_0$ falls from 0.62 at 5 K to 0.16 at 1 K. A junction between half-chains of atomic mass $m$ and $4m$ with the same springs keeps $G/G_0$ near $8/9$ on cooling. Because $\mathcal T\le1$ in (4), $G_0$ is also the most that one such channel can conduct in linear response.

## Numbers as computed

```
mass 5.0e-26 kg, spacing 0.25 nm, K1 10.0 N/m
chain A: K2 = 0.0 N/m, on-site spring = 0.0 N/m
chain B: K2 = 2.0 N/m, on-site spring = 0.0 N/m
chain C: K2 = -2.5 N/m, on-site spring = 0.0 N/m
chain pinned: K2 = 0.0 N/m, on-site spring = 1.0 N/m
omega_max of A, B, C: 2.8284e+13 rad/s
hbar omega_max / k: 216.04 K
gap of pinned chain, hbar omega_0 / k: 34.16 K
sound velocity, chain A: 3536 m/s
sound velocity, chain B: 4743 m/s
sound velocity, chain C: 0 m/s
At q a = pi/2: v (m/s), g (1e-5 s/m), 2 pi v g
  A: 2500.0, 6.3662, 1.0000
  B: 2112.9, 7.5326, 1.0000
  C: 3535.5, 4.5016, 1.0000
  pinned: 2439.8, 6.5234, 1.0000
thermal integral by quadrature: 3.289868
G0/T: 0.9464 pW/K^2
doubled mass, transmission at omega/omega_max = 0.1: 0.9900
doubled mass, transmission at omega/omega_max = 0.5: 0.7500
T (K), G0 (pW/K), then G/G0 for A, B, C, pinned, A with defect
  5, 4.732, 1.0000, 1.0000, 1.0000, 0.0205, 0.9958
  low-T laws at 5 K: pinned 0.0204, defect 0.9958
  10, 9.464, 1.0000, 1.0000, 1.0000, 0.2099, 0.9831
  20, 18.929, 0.9991, 0.9991, 0.9991, 0.5187, 0.9325
  50, 47.322, 0.8803, 0.8803, 0.8803, 0.6794, 0.6804
  100, 94.643, 0.5821, 0.5821, 0.5821, 0.4842, 0.4068
  300, 283.929, 0.2158, 0.2158, 0.2158, 0.1838, 0.1447
G of chain A at 300 K: 61.27 pW/K
high-T limit k omega_max/(2 pi): 62.15 pW/K
heat current from 8 K to 2 K: 28.393 pW
current / temperature difference: 4.732 pW/K
```
